\section*{Energy-Normalized and Box-Normalized Continuum States in Photoabsorption}

\section*{The problem}

An atom absorbs a photon and an electron leaves with kinetic energy $E=k^2/2$. Atomic units are used unless another unit is written. The reduced radial function $u_E(r)$ is real, vanishes at the origin and obeys
\begin{equation}
-\tfrac12 u_E''+U u_E=E u_E,\qquad U(r)=V(r)+\frac{l(l+1)}{2r^2}.
\label{radial}
\end{equation}
A prime on a function denotes $d/dr$. The potential $V$ is real, local and central, and no more singular than $1/r$ at the origin, so that $u_E\propto r^{l+1}$ there. At large $r$ it is either short-ranged or has the tail $-q/r$.

A continuum function cannot be normalized to one. It can be normalized per unit energy, or the atom can be enclosed in a sphere where every state has unit norm. The problem is to fix both normalizations and compare the cross sections they give.

\section*{(a) Short-range potential}

\textbf{Question.} At large $r$ let $u_E\to A(k)\sin(kr+\theta(k))$, with $\theta$ smooth. Which $A$ gives $\int_0^\infty u_Eu_{E'}\,dr=\delta(E-E')$?

\textbf{Solution.} Write $u_1=u_E$ and $u_2=u_{E'}$, with wave numbers $k$ and $k'$. Multiply the equation for $u_1$ by $u_2$, that for $u_2$ by $u_1$, and subtract. The potential cancels:
\begin{equation}
(E-E')u_1u_2=-\tfrac12(u_1''u_2-u_1u_2'')
=\tfrac12\frac{d}{dr}(u_1u_2'-u_1'u_2).
\end{equation}
Integrate from $0$ to $R$. The bracket vanishes at the origin, so
\begin{equation}
\int_0^R u_1u_2\,dr=\frac{[u_1u_2'-u_1'u_2]_{r=R}}{2(E-E')}
=\frac{[u_1u_2'-u_1'u_2]_{r=R}}{(k-k')(k+k')}.
\label{wronskian}
\end{equation}
Let $\phi_1=kR+\theta(k)$ and $\phi_2=k'R+\theta(k')$. For large $R$,
\begin{align}
u_1u_2'-u_1'u_2
&=A(k)A(k')\,[k'\sin\phi_1\cos\phi_2-k\cos\phi_1\sin\phi_2]\notag\\
&=\tfrac12A(k)A(k')\,[(k'-k)\sin(\phi_1+\phi_2)+(k+k')\sin(\phi_1-\phi_2)],
\end{align}
where each product was written as half a sum or difference of sines. Hence
\begin{equation}
\int_0^R u_1u_2\,dr=\frac{A(k)A(k')}{2}
\left[\frac{\sin(\phi_1-\phi_2)}{k-k'}-\frac{\sin(\phi_1+\phi_2)}{k+k'}\right].
\end{equation}
A delta function is defined by its action on smooth functions of $k'$. Under such an integral the second term tends to zero, because it oscillates ever faster in $k'$ as $R$ grows. With $\Delta=\theta(k)-\theta(k')$ the first term is
\begin{equation}
\frac{\sin[(k-k')R]}{k-k'}\cos\Delta+\cos[(k-k')R]\,\frac{\sin\Delta}{k-k'} .
\end{equation}
The ratio $\sin\Delta/(k-k')$ is smooth at $k'=k$, so the last product also averages to zero. The first product tends to $\pi\delta(k-k')$, since $\int_{-\infty}^{\infty}\sin(Rx)/x\,dx=\pi$ and $\Delta=0$ at $k'=k$. Because $dE=k\,dk$, $\delta(k-k')=k\,\delta(E-E')$. Therefore
\begin{equation}
\int_0^\infty u_Eu_{E'}\,dr=\frac{\pi k}{2}A^2\,\delta(E-E'),
\qquad A=\sqrt{\frac{2}{\pi k}} .
\label{amplitude}
\end{equation}
The overall sign is free. The factor $k^{-1/2}$ has a direct meaning: $A^2k$ is independent of energy, so the travelling waves that make up $u_E$ carry the same flux at every energy.

\section*{(b) Coulomb tail}

\textbf{Question.} A photoelectron leaves a positive ion, so $V\to-q/r$ and the phase never settles to $kr+\text{const}$. Does the amplitude change?

\textbf{Solution.} Set $u=Cw^{-1/2}\sin\phi$ with $\phi'=w$. Then
\begin{align}
u'&=C\left[w^{1/2}\cos\phi-\tfrac12w'w^{-3/2}\sin\phi\right],\label{uprime}\\
u''&=-\left[w^2+\frac{w''}{2w}-\frac34\left(\frac{w'}{w}\right)^2\right]u ,
\end{align}
because the two cosine terms in $u''$ cancel. The radial equation is $u''=-2(E-U)u$, so it is satisfied if
\begin{equation}
w^2=2(E-U)-\frac{w''}{2w}+\frac34\left(\frac{w'}{w}\right)^2 .
\end{equation}
At large $r$, $2(E-U)=k^2+2q/r-l(l+1)/r^2$. Choose the solution $w$ that does not oscillate. Its derivative terms are of order $r^{-3}$, and
\begin{equation}
w=k+\frac{q}{kr}+O(r^{-2}),\qquad
\phi=kr+\frac qk\ln(2kr)+\eta(k)+O(r^{-1}).
\label{coulombphase}
\end{equation}
The constant $\eta$ contains all energy-dependent phase shifts.

Now evaluate (\ref{wronskian}) again. Using (\ref{uprime}) for both functions,
\begin{align}
u_1u_2'-u_1'u_2=\frac{C_1C_2}{2\sqrt{w_1w_2}}\Big[&(w_2-w_1)\sin(\phi_1+\phi_2)+(w_1+w_2)\sin(\phi_1-\phi_2)\notag\\
&+\Big(\frac{w_1'}{w_1}-\frac{w_2'}{w_2}\Big)\sin\phi_1\sin\phi_2\Big].
\end{align}
After division by $k-k'$ the last term stays finite at $k'=k$ and falls as $R^{-2}$. The first is a bounded smooth factor times a rapid oscillation and averages to zero. In the second, use $x=(\phi_1-\phi_2)/R$ as variable. By (\ref{coulombphase}), $x=(k-k')[1+O(\ln R/R)]$, so $\sin(Rx)/(k-k')$ still tends to $\pi\delta(k-k')$: the logarithm grows, but more slowly than $R$. With $w_1,w_2\to k$ at $k'=k$,
\begin{equation}
\int_0^\infty u_Eu_{E'}dr=\frac{C^2}{2k}\,\pi\,\delta(k-k')=\frac{\pi C^2}{2}\,\delta(E-E'),\qquad C^2=\frac2\pi .
\end{equation}
The amplitude is $\sqrt{2/(\pi w)}$, which tends to $\sqrt{2/(\pi k)}$ as before. At finite $r$ it is smaller by the relative amount $q/(2k^2r)$ to leading order, because the attraction makes the electron faster there. The argument needs $k>0$: at threshold this correction is not small at any fixed $r$.

The normalization was tested from its definition on $d$ waves of the nitrogen model of part (e). Two packets $\int f(E)u_E\,dE$ were built with Gaussian weights of standard deviation 0.3 hartree centred at 3.0 and 3.2 hartree. The norm of the first and the overlap of the two, each divided by the value that $\delta(E-E')$ predicts, both came out as 1.0000000.

\section*{(c) States in a box}

\textbf{Question.} Impose $u(R)=0$ and normalize each state $u_n$ by $\int_0^Ru_n^2\,dr=1$. How is $u_n$ related to $u_E$ at $E=E_n$, and what is the level density $\rho=dn/dE$?

\textbf{Solution.} Both functions solve (\ref{radial}) at the same energy and are regular at the origin, so they are proportional on $[0,R]$. The factor follows from the norm of $u_E$ in the box. Let $v=\partial u_E/\partial E$. Differentiating (\ref{radial}) with respect to $E$ gives
\begin{equation}
-\tfrac12v''+(U-E)v=u .
\end{equation}
Multiply by $u$ and subtract $v$ times (\ref{radial}):
\begin{equation}
u^2=\tfrac12(u''v-uv'')=\tfrac12\frac{d}{dr}(u'v-uv').
\end{equation}
The bracket vanishes at the origin. At a box level $u(R)=0$, which leaves
\begin{equation}
\int_0^Ru_E^2\,dr=\tfrac12u'(R)\,v(R).
\end{equation}
Write $u=a\sin\phi$ with $a^2\phi'=2/\pi$, as found in (b). At a node $\sin\phi=0$ and $\cos^2\phi=1$, so $u'=a\phi'\cos\phi$ and $v=a\,(\partial\phi/\partial E)\cos\phi$. Thus
\begin{equation}
\int_0^Ru_E^2\,dr=\tfrac12a^2\phi'\,\frac{\partial\phi}{\partial E}
=\frac1\pi\frac{\partial\phi(R,E)}{\partial E}.
\end{equation}
The levels satisfy $\phi(R,E_n)=n\pi$, up to a fixed shift of the integer. Treating $n$ as the continuous variable $\phi/\pi$ gives $\rho=(1/\pi)\,\partial\phi/\partial E$, the same expression. Hence
\begin{equation}
\int_0^Ru_{E_n}^2\,dr=\rho(E_n),\qquad u_{E_n}=\pm\sqrt{\rho(E_n)}\;u_n\quad(0\le r\le R).
\label{identity}
\end{equation}
This holds at finite $R$. The simplest case is a free $s$ wave, where $\int_0^R(2/\pi k)\sin^2kr\,dr=R/(\pi k)$ when $kR=n\pi$, and $dn/dE=(1/k)\,d(kR/\pi)/dk=R/(\pi k)$.

For the Coulomb tail, (\ref{coulombphase}) and $\partial/\partial E=(1/k)\,\partial/\partial k$ give, at large $R$,
\begin{equation}
\rho\simeq\frac{1}{\pi k}\left[R-\frac{q}{k^2}\bigl(\ln 2kR-1\bigr)+\frac{d\eta}{dk}\right].
\label{density}
\end{equation}
The free-wave density $R/(\pi k)$ is only the leading term. Its relative error falls as $\ln R/R$, or as $1/R$ when $q=0$.

From computed levels one may take $\rho\simeq2/(E_{n+1}-E_{n-1})$. A Taylor expansion in $n$ gives $(E_{n+1}-E_{n-1})/2=dE/dn+\frac16d^3E/dn^3+\dots$, so this works when the spacing varies smoothly. It fails across a resonance narrower than the spacing, although (\ref{identity}) with the phase derivative remains valid.

A $d$ level of the nitrogen model in a 60-bohr box lies at 83.0742 eV, with spacing 3.5507 eV. Outward integration gave $\int_0^Ru_E^2dr=7.663758$ per hartree, and the neighbouring levels gave $\rho=7.663758$ per hartree. Here $k=2.471$, so the free-wave density is $60/(2.471\pi)=7.729$, too large by 0.85\%. The logarithmic term in (\ref{density}) alone would give $4.69/(6.106\times60)=1.28\%$; the phase shifts offset part of it.

The amplitude can also be read from a box state without any outward integration. For a $d$ state with $k=2.43735$ in a 120-bohr box, $\sqrt{2\rho\,\langle u_n^2\rangle}$, averaged over the outer 60 bohr, is 0.51115, against $\sqrt{2/(\pi k)}=0.51107$. The Coulomb tail should lower the average by about 0.1\%, and the incomplete oscillation at the inner end of the interval can shift it by up to 0.17\% either way, so the test is good to about 0.2\%. The closer match found here is accidental: the two effects, $-0.09\%$ and $+0.13\%$, largely cancel, and the numerical average leaves out the grid point at 60 bohr, which lowers the result by a further 0.02\%.

\section*{(d) The cross section}

\textbf{Question.} Derive the photoabsorption cross section of a shell with $N$ electrons and angular momentum $l$, first with $u_E$ and then with box states.

\textbf{Solution.} Take light polarized along $z$ with field $F_0\cos\omega t$, weak and of wavelength much larger than the atom. The perturbation is $zF_0\cos\omega t$, and its absorbing part has strength $zF_0/2$. The golden rule gives the rate $2\pi(F_0^2/4)|\langle E|z|b\rangle|^2$ when the final states are normalized per unit energy. The mean energy flux is $cF_0^2/(8\pi)$, so the photon flux is $cF_0^2/(8\pi\omega)$. Dividing, with $c=1/\alpha$,
\begin{equation}
\sigma=\frac{2\pi F_0^2}{4}\,\frac{8\pi\omega}{cF_0^2}\,|\langle E|z|b\rangle|^2
=4\pi^2\alpha\,\omega\,|\langle E|z|b\rangle|^2 .
\end{equation}

For the angles, let $\mathbf n=\mathbf r/r$. The sum of $|\langle l'm'|\mathbf n|lm\rangle|^2$ over $m$ and $m'$ is rotationally invariant, so $n_z=\cos\vartheta$ supplies one third of it. The addition theorem for spherical harmonics turns the full sum into
\begin{equation}
\frac{(2l+1)(2l'+1)}{(4\pi)^2}\,8\pi^2\int_{-1}^1xP_lP_{l'}\,dx
=\frac{(2l+1)(2l'+1)}{2}\int_{-1}^1xP_lP_{l'}\,dx .
\end{equation}
With $(2l+1)xP_l=(l+1)P_{l+1}+lP_{l-1}$ and $\int P_{l'}^2dx=2/(2l'+1)$, this equals $l_>$, the larger of $l$ and $l'$, for $l'=l\pm1$, and zero otherwise. In a spherically averaged shell each $m$ holds $N/(2l+1)$ electrons, so each channel contributes
\begin{equation}
\sigma_{l\to l'}=4\pi^2\alpha a_0^2\,\omega\,\frac{N\,l_>}{3(2l+1)}\,D_E^2,\qquad
D_E=\int_0^\infty u_E\,r\,P_b\,dr ,
\label{sigma}
\end{equation}
where $P_b$ is the bound radial function, $\omega$ is in hartree and $a_0$ is the bohr radius.

In a box, the final states form a ladder. Averaged over a few spacings, $\sum_nD_n^2\,\delta(E-E_n)$ is $\rho D_n^2$. If $P_b$ has vanished before $R$, (\ref{identity}) gives
\begin{equation}
D_{E_n}^2=\rho(E_n)\,D_n^2 ,
\end{equation}
and the two cross sections coincide at every box level. The physical reason is that a larger box dilutes each state near the atom by the same factor by which it increases the number of states.

Both versions were tested on hydrogen, whose closed-form cross section is
\begin{equation}
\sigma_{1s}=\frac{2^9\pi^2}{3}\,\alpha a_0^2\left(\frac{1}{2\omega}\right)^4
\frac{e^{-(4/k)\arctan k}}{1-e^{-2\pi/k}} .
\end{equation}
At electron energies of 0.2, 1 and 3 hartree the energy-normalized result differed from it by at most $1.1\times10^{-5}$, relatively. At the level nearest 1 hartree in a 60-bohr box, the box result differed by $3.1\times10^{-6}$.

\section*{(e) A nitrogen atom at 13.5 nm}

\textbf{Question.} Find the cross section of a free nitrogen atom for extreme-ultraviolet light of wavelength 13.5 nm, compare the normalizations, and judge the model.

\textbf{Solution.} The level of theory is the nonrelativistic, spherically averaged Hartree method. Each electron moves in the field of the nucleus and the six others, without exchange or correlation, and the ion core is frozen. Hence $q=1$. The photon energy is 91.840 eV, or 3.3751 hartree. The binding energies, taken from the eigenvalues, are 429.3 eV (1s), 21.3 eV (2s) and 10.4 eV (2p), so the 1s shell is closed to one-photon ionization.

With $a_0^2=28.003$ Mb, $4\pi^2\alpha a_0^2\omega=27.23$ Mb. The factors $Nl_>/[3(2l+1)]$ are $1/3$, $2/3$ and $2/3$ for the three channels:
\begin{align}
\sigma_{2p\to s}&=27.23\times\tfrac13\times0.05007^2=0.0228\ \text{Mb},\notag\\
\sigma_{2p\to d}&=27.23\times\tfrac23\times0.15886^2=0.458\ \text{Mb},\\
\sigma_{2s\to p}&=27.23\times\tfrac23\times0.16099^2=0.470\ \text{Mb}.\notag
\end{align}
The total is 0.951 Mb, or $9.51\times10^{-5}$ nm$^2$. In this model the two 2s electrons absorb about as much as the three 2p electrons.

For the comparison of normalizations more digits are useful. The energy-normalized total is 0.95132 Mb. Box strengths, interpolated between levels to the same photon energy, give:
\begin{center}
\begin{tabular}{ccc}
$R$ (bohr) & with $dn/dE$ (Mb) & with $R/(\pi k)$ (Mb)\\
30 & 0.95132 & 0.97223\\
60 & 0.95132 & 0.96356\\
120 & 0.95132 & 0.95837
\end{tabular}
\end{center}
The free-wave density overestimates the total by 2.2\%, 1.3\% and 0.7\%. Doubling the box does not quite halve the error, as expected from $\ln R/R$.

This agreement concerns normalization, not the accuracy of the atomic model. Replacing the Hartree field by a Slater exchange potential with a Latter tail, built on the Hartree density, raises the 2p binding energy to 15.7 eV and the total to 1.48 Mb, an increase of 56\% at fixed photon energy. About half of this increase is due to the lack of self-consistency: the same potential iterated to self-consistency gives 11.5 eV and 1.21 Mb, an increase of 27\%. Letting the core relax around the hole, with the bound orbitals and electron energies held fixed, raises the total by 16\% in the length form used here, but by only about 4\% in the velocity form, where a derivative replaces $r$. The two forms agree when the bound and continuum functions belong to the same potential, which is no longer so here; the size of the relaxation effect is therefore uncertain. The model therefore supports a value of order 1 Mb and no finer statement. A sudden-approximation estimate gives 6\% probability that removal of a 2p electron also disturbs the remaining ones. Retardation and relativity are minor here: the photon wave number times the mean 2p radius is 0.039, and $(Z\alpha)^2=0.0026$. A wavelength shorter by 1\% lowers the total by 2.1\%. Electron correlation and multiplet structure have not been sized.

For a gas of such atoms at 0.01 Torr and 300 K, $n=p/(k_{\mathrm B}T)=3.22\times10^{20}$ m$^{-3}$. Over 1 m the optical depth is $3.22\times10^{20}\times0.951\times10^{-22}=0.0306$, and 3.0\% of the light is absorbed. With the Slater--Latter cross section it would be 4.7\% (Hartree density) or 3.8\% (self-consistent density). At this temperature, however, nitrogen gas consists of N$_2$ molecules and not of free atoms. At equal pressure this doubles the number of atoms and, if they absorbed independently, the optical depth, to 0.061. The effect of the bond, and that of neighbouring atoms in a resist, is not included. The numerical output below lists the values used, except the velocity-form and self-consistent Slater figures and the breakdown of the amplitude test in (c).

\section*{Numbers as computed}
\begin{verbatim}
wavelength: 13.5 nm
photon energy: 91.840 eV
Hartree binding energy 1s: 429.349 eV
Hartree binding energy 2s: 21.336 eV
Hartree binding energy 2p: 10.359 eV
Hartree virial ratio -V/T: 2.0000000
hydrogen, largest error, energy norm: 1.1e-05
hydrogen, error, box norm: 3.1e-06
packet norm ratio: 1.0000000
packet cross-overlap ratio: 1.0000000
k of 120-bohr box d state: 2.43735 1/bohr
its rescaled outer amplitude: 0.51115 a.u.
sqrt(2/(pi k)): 0.51107 a.u.
60-bohr box d level: 83.0742 eV
its level spacing: 3.5507 eV
integral of u_E^2 in box: 7.663758 1/hartree
level density dn/dE: 7.663758 1/hartree
largest norm-density mismatch: 1.0e-06
2p->s electron energy: 81.481 eV
2p->s |D|: 0.05007 bohr/sqrt(hartree)
2p->s cross section: 0.02275 Mb
2p->d electron energy: 81.481 eV
2p->d |D|: 0.15886 bohr/sqrt(hartree)
2p->d cross section: 0.45809 Mb
2s->p electron energy: 70.504 eV
2s->p |D|: 0.16099 bohr/sqrt(hartree)
2s->p cross section: 0.47047 Mb
total, energy norm: 0.95132 Mb
total, energy norm: 9.5132e-05 nm^2
total, box 30 bohr, dn/dE: 0.95132 Mb
total, box 30 bohr, R/(pi k): 0.97223 Mb
total, box 60 bohr, dn/dE: 0.95132 Mb
total, box 60 bohr, R/(pi k): 0.96356 Mb
total, box 120 bohr, dn/dE: 0.95132 Mb
total, box 120 bohr, R/(pi k): 0.95837 Mb
gas: 0.01 Torr, 300 K, path 1 m
number density: 3.2188e+20 1/m^3
optical depth: 0.03062
absorbed fraction: 3.016 %
Slater-Latter 2p binding: 15.71 eV
Slater-Latter total: 1.483 Mb
Slater-Latter change: 55.9 %
relaxed-core total: 1.100 Mb
relaxed-core change: 15.6 %
2p-hole shake probability: 6.36 %
mean 2p radius: 0.0835 nm
photon wave number times 2p radius: 0.0389
relativistic scale (Z alpha)^2: 0.00261
change for 1% shorter wavelength: -2.09 %
\end{verbatim}
